# How Atomic Masses Enter the Vineyard Prefactor of a Surface Reaction, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Where the masses go in the classical rate

**Q:** The harmonic prefactor for a surface reaction is a product of vibrational frequencies at the minimum divided by a product at the saddle. Every one of those frequencies depends on the masses. I'm told that nearly all of this dependence disappears. Why should I believe that?

**A:** We need to fix what is being compared. Let $x$ be the column of $N$ mobile Cartesian coordinates and $M$ the diagonal matrix of their masses. An atom that moves in three dimensions has its mass entered three times. The potential $V(x)$ has a minimum at $x_0$ and a first-order saddle at $x_s$. Their matrices of second derivatives are

$$K_0=\nabla\nabla V(x_0),\qquad K_s=\nabla\nabla V(x_s).$$

All eigenvalues of $K_0$ are positive; $K_s$ has one negative eigenvalue and $N-1$ positive ones. The same atoms are mobile at both points. The rest of the solid is held fixed, so no motion costs zero energy.

The vibrational frequencies follow from Newton's equation $M\ddot\xi=-K\xi$ for a small displacement $\xi$. With $\eta=M^{1/2}\xi$, multiplication by $M^{-1/2}$ gives

$$\ddot\eta=-D\eta,\qquad D=M^{-1/2}KM^{-1/2}.$$

The eigenvalues of $D$ are squared angular frequencies. I call them $\omega_i^2$, $i=1,\dots,N$, at the minimum. At the saddle they are $\bar\omega_i^2$, $i=2,\dots,N$, for the stable modes and $-\omega_u^2$ for the unstable one, with $\omega_u>0$.

**Q:** If the atoms become heavier, might the saddle itself move? Then the force constants would change too.

**A:** Not on one Born–Oppenheimer surface. There the nuclei move in the electronic energy computed for fixed nuclear positions, and nuclear masses don't occur in it. Both stationary points solve $\nabla V=0$, an equation without $M$. Hence $x_0$, $x_s$, $K_0$, $K_s$ and the barrier $E_b=V(x_s)-V(x_0)$ are the same for all isotopes. Small mass-dependent corrections to the electronic energy are neglected here.

The signs of the eigenvalues don't change either. For any vector $\eta$, $\eta^TD\eta=\xi^TK\xi$ with $\xi=M^{-1/2}\eta$, and this is an invertible change of vector. A subspace on which one form is positive or negative therefore maps to such a subspace of the other. There is one unstable mode for every choice of positive masses.

**Q:** You have described frequencies, but not a rate. I don't want to accept the frequency formula on trust.

**A:** Transition-state theory places a dividing surface between reactant and product, assumes thermal equilibrium on the reactant side, and counts each crossing towards the product as one reaction. Trajectories that turn back are counted too, which is an approximation.

Let $e$ be the unit eigenvector of the unstable mode, and take the plane

$$s=e^TM^{1/2}(x-x_s)=0.$$

In the coordinates $\eta=M^{1/2}(x-x_s)$ the kinetic energy is $|\dot\eta|^2/2$. The velocity $\dot s=e^T\dot\eta$ therefore has a Gaussian distribution of variance $kT$, where $k$ in $kT$ is Boltzmann's constant. Its average over positive values, with negative values counted as zero, is

$$\int_0^\infty \frac{v\,e^{-v^2/2kT}}{\sqrt{2\pi kT}}\,dv
=\frac{kT}{\sqrt{2\pi kT}}=\sqrt{\frac{kT}{2\pi}} .$$

The rate constant is this average times the equilibrium density at $s=0$ per unit $s$:

$$k_{\rm TST}=\sqrt{\frac{kT}{2\pi}}\;
\frac{\int d\eta\,\delta(s)e^{-V/kT}}{\int_{\rm reactant}d\eta\,e^{-V/kT}} .$$

At low temperature both integrals come from small neighbourhoods of the stationary points, where $V$ may be replaced by its quadratic expansion. Since $e$ is an eigenvector, there are no cross terms between $s$ and the stable modes. On the plane,

$$V=V(x_s)+\frac12\sum_{i=2}^N\bar\omega_i^2\eta_i^2 .$$

Each Gaussian integral gives $\sqrt{2\pi kT}/\bar\omega_i$. The reactant integral gives one factor $\sqrt{2\pi kT}/\omega_i$ for each of its $N$ modes. One factor $\sqrt{2\pi kT}$ remains in the denominator, so

$$k_{\rm TST}=\sqrt{\frac{kT}{2\pi}}\frac1{\sqrt{2\pi kT}}
\frac{\prod_{i=1}^N\omega_i}{\prod_{i=2}^N\bar\omega_i}e^{-E_b/kT}
=\nu^*e^{-E_b/kT},$$

$$\nu^*=\frac1{2\pi}\frac{\prod_{i=1}^N\omega_i}{\prod_{i=2}^N\bar\omega_i}. \tag{1}$$

This is the Vineyard prefactor. With ordinary frequencies $\nu=\omega/2\pi$ the explicit $1/2\pi$ disappears, because the numerator has one more frequency than the denominator.

**Q:** Now the mass matrices should cancel. But the numerator has $N$ frequencies and the denominator has $N-1$. A determinant needs all of them.

**A:** That is the place where care is needed. For a product of square matrices the determinant is the product of determinants, so

$$\det D=\det(M^{-1/2})\det K\det(M^{-1/2})=\frac{\det K}{\det M}.$$

At the minimum this reads

$$\prod_{i=1}^N\omega_i^2=\frac{\det K_0}{\det M}. \tag{2}$$

At the saddle the determinant includes the negative eigenvalue:

$$-\omega_u^2\prod_{i=2}^N\bar\omega_i^2=\frac{\det K_s}{\det M}.$$

Both sides are negative. Taking absolute values and dividing by $\omega_u^2$ gives

$$\prod_{i=2}^N\bar\omega_i^2=\frac{|\det K_s|}{\omega_u^2\det M}. \tag{3}$$

Now divide (2) by (3). The factor $\det M$ occurs in both and cancels, while $\omega_u^2$ moves to the numerator. The positive square root, inserted in (1), is

$$\nu^*=\frac{\omega_u}{2\pi}\sqrt{\frac{\det K_0}{|\det K_s|}}. \tag{4}$$

The square root contains force constants alone. At fixed $V$, the masses enter through $\omega_u$ and nowhere else.

**Q:** Then the mass effects in the stable modes at the minimum and at the saddle cancel each other?

**A:** No. Equation (3) shows that the stable saddle product contains both $\det M$ and $\omega_u$. Its mass dependence does not match that of the minimum product, and what is left over is the factor $\omega_u$. The cancellation is between the two complete determinants, after the unstable factor has been supplied.

**Q:** I have a counterexample. In one dimension there are no stable saddle modes. Equation (1) gives $\nu^*=\omega_1/2\pi$, the frequency in the well. The saddle frequency has no influence at all.

**A:** Put $N=1$ and mass $m$ into (4):

$$\nu^*=\frac1{2\pi}\sqrt{\frac{|K_s|}{m}}\sqrt{\frac{K_0}{|K_s|}}
=\frac1{2\pi}\sqrt{\frac{K_0}{m}} .$$

The barrier curvature cancels, and the two formulas agree. In one dimension the well and barrier frequencies both vary as $m^{-1/2}$, so either can carry the mass dependence. The claim concerns changes of mass on a fixed potential. It doesn't say that a change in barrier curvature must change the prefactor.

**Q:** I still suspect your plane. It contains $M^{1/2}$, so you chose a mass-dependent surface and then found a mass-dependent result.

**A:** Take any other plane through the saddle, with a unit normal $n$ in the original coordinates, such that $V$ rises in every direction within it. The velocity $n^T\dot x$ has variance $kT\,n^TM^{-1}n$. The integrals over $x$ contain no masses. If $K_\perp$ is $K_s$ restricted to the plane, the rate has the prefactor

$$\nu_n=\sqrt{\frac{kT\,n^TM^{-1}n}{2\pi}}\sqrt{\frac{\det K_0}{2\pi kT\det K_\perp}} .$$

To express $\det K_\perp$, choose axes with $n$ along the first. The first diagonal element of an inverse matrix is its cofactor divided by the determinant, so $n^TK_s^{-1}n=\det K_\perp/\det K_s$. Both sides are negative. Therefore

$$\nu_n=\frac1{2\pi}\sqrt{\frac{\det K_0}{|\det K_s|}}
\sqrt{\frac{n^TM^{-1}n}{-n^TK_s^{-1}n}} . \tag{5}$$

For a fixed plane the masses thus enter through the speed of crossing, $n^TM^{-1}n$, and through nothing else.

The best plane is the one with the smallest flux, since extra crossings can only add to the count. Write $n=M^{1/2}g$, and let $g_1$ and $g_i$ be the components of $g$ along the unstable and stable eigenvectors. Then $n^TM^{-1}n=|g|^2$ and

$$-n^TK_s^{-1}n=-g^TD_s^{-1}g=\frac{g_1^2}{\omega_u^2}-\sum_{i=2}^N\frac{g_i^2}{\bar\omega_i^2}
\le\frac{|g|^2}{\omega_u^2}.$$

The last ratio in (5) is therefore at least $\omega_u^2$. Equality holds when $g$ lies along $e$, which is the plane used above. So $\omega_u$ is the least crossing speed allowed by the masses, measured on the scale set by the saddle's force constants.

**Q:** Very well, but $\omega_u$ is one number and there may be a hundred atoms. Which mass does it contain?

**A:** In general it contains all of them, with unequal weights. Let $P_a$ select the coordinates of atom $a$, whose mass is $m_a$. Since $M^{-1/2}$ contains $m_a^{-1/2}$ in those coordinates,

$$\frac{\partial M^{-1/2}}{\partial\ln m_a}=-\frac12P_aM^{-1/2},\qquad
\frac{\partial D_s}{\partial\ln m_a}=-\frac12(P_aD_s+D_sP_a).$$

For the normalized eigenvector $e$, with eigenvalue $\lambda=-\omega_u^2$, the first-order change of the eigenvalue is the expectation value of the change in the matrix:

$$\frac{\partial\lambda}{\partial\ln m_a}
=e^T\frac{\partial D_s}{\partial\ln m_a}e=-\lambda w_a,\qquad w_a=e^TP_ae .$$

The change of $e$ itself drops out, because $e^Te=1$ makes that change perpendicular to $e$. As $\ln\omega_u=\frac12\ln|\lambda|$ and the square root in (4) is fixed,

$$\frac{\partial\ln\nu^*}{\partial\ln m_a}=-\frac{w_a}2,\qquad
\sum_aw_a=1. \tag{6}$$

The weight $w_a$ is the atom's share of the squared amplitude in the mass-weighted coordinates $\eta$, which is also its share of the kinetic energy in the unstable mode. An atom with $w_a=0$ stands still in that mode, and its mass has no effect on the prefactor. If all masses are multiplied by the same number $\alpha$, then $D_s$ is divided by $\alpha$ and $\nu^*$ by $\sqrt\alpha$.

**Q:** Does this limit a real isotope substitution, in which the mass changes by a factor of two?

**A:** Yes, within the same theory. Change one atomic mass from $m$ to $m'>m$ and integrate (6):

$$\ln\frac{\nu^*(m)}{\nu^*(m')}=\frac12\int_{\ln m}^{\ln m'}w_a\,d\ln m_a .$$

The weight may vary along the way, but it stays between zero and one. Hence

$$1\le\frac{\nu^*(m)}{\nu^*(m')}\le\sqrt{\frac{m'}m}. \tag{7}$$

For hydrogen replaced by deuterium, with mass numbers as masses, the ceiling is $\sqrt2$. A classical harmonic rate on a single barrier can't give a larger ratio.

**Q:** A free molecule has translations and rotations. Its zero frequencies would make every determinant vanish.

**A:** Then (4) can't be used as written. The full classical partition function shows what replaces it. Its momentum integral is $\prod_i\sqrt{2\pi m_ikT}$, proportional to $\sqrt{\det M}$ at every geometry, and its position integral has no masses.

Consider a molecule free to move in a plane, with total mass $M_t$ and moment of inertia $I$. At low temperature the same partition function factorizes. Translation contributes a mass factor $M_t$, since it has two momenta. Rotation contributes $\sqrt I$. The vibrations contribute $1/\sqrt{\det'D}$, where the prime omits the zero eigenvalues. The mass factors must agree:

$$\frac{M_t\sqrt I}{\sqrt{\det'D}}\propto\sqrt{\det M},\qquad
{\det}'D\propto\frac{M_t^2I}{\det M}. \tag{8}$$

The omitted constant depends on geometry and force constants. The same algebra holds for the product of nonzero eigenvalues at a saddle, up to its sign.

If reactant and saddle are the same free molecule, $M_t$ cancels between them, but $I_0$ and $I_s$ generally don't. The ratio of vibrational frequencies then has an additional mass-dependent factor $\sqrt{I_0/I_s}$. The ratio of rotational partition functions supplies $\sqrt{I_s/I_0}$ and removes it. The mass conclusion thus survives for the full classical rate, though not for the vibrational part alone. For a molecule bound to a fixed surface at both points, (4) applies directly.

## Part 2. A proton transfer and its quantum corrections

**Q:** I would like to see this with numbers. Remind me first what we may use.

**A:** $K_0$ and $K_s$ are the force-constant matrices at the minimum and the saddle, $M$ is the mass matrix, and $D=M^{-1/2}KM^{-1/2}$. The minimum has angular frequencies $\omega_i$. The saddle has stable frequencies $\bar\omega_i$ and an unstable one, $\omega_u$. With $\nu=\omega/2\pi$, the classical harmonic rate is $\nu^*e^{-E_b/kT}$, where

$$\nu^*=\frac{\prod_{i=1}^N\nu_i}{\prod_{i=2}^N\bar\nu_i}
=\nu_u\sqrt{\frac{\det K_0}{|\det K_s|}} .$$

The weight $w_a$ of atom $a$ in the unstable mode gives $\partial\ln\nu^*/\partial\ln m_a=-w_a/2$. For one atom made heavier, the ratio of prefactors lies between 1 and $\sqrt{m'/m}$.

The example is a proton passing from a surface hydroxyl to a methyl ligand, as in ligand exchange during atomic layer deposition. Let O, H and a rigid CH$_3$ group move along one line, with displacements $x_O,x_H,x_C$. Their masses are rounded to 16, 1 and 15 u, and deuterium has 2 u. Define

$$q=x_H-\frac{x_O+x_C}2,\qquad r=x_C-x_O,\qquad g=q^2-a^2-ar .$$

The model potential is

$$V=\frac{k_Ox_O^2+k_Cx_C^2}2+cg^2
-\Delta\frac{2a^3+3a^2q-q^3}{4a^3}.$$

I take $a=0.06$ nm, $c=1.6\times10^5$ eV/nm$^4$, $k_O=2500$ eV/nm$^2$, $k_C=1100$ eV/nm$^2$, $\Delta=0.4$ eV and $T=500$ K. The reactant has $x_O=x_C=0$ and $q=-a$, with energy zero. The product has $q=a$ and energy $-\Delta$.

**Q:** How do you find the saddle without guessing a reaction path?

**A:** At fixed $q$, first relax the heavy groups. For a given $r$, the least spring energy is $k_rr^2/2$, where the two springs act in series:

$$k_r=\frac{k_Ok_C}{k_O+k_C}=764\ {\rm eV/nm^2}.$$

The displacements are $x_O=-k_rr/k_O$ and $x_C=k_rr/k_C$; their difference is indeed $r$. Let $g_0=q^2-a^2$. Minimizing $k_rr^2/2+c(g_0-ar)^2$ gives

$$k_rr=2ca(g_0-ar),\qquad r=\frac{2ca\,g_0}{k_r+2ca^2}.$$

With $f=k_r/(k_r+2ca^2)=0.399$, this means $ar=(1-f)g_0$ and $g=fg_0$. The spring energy is $\frac12r(k_rr)=c\,(ar)g=cf(1-f)g_0^2$. Adding $cg^2=cf^2g_0^2$ leaves $cfg_0^2$.

Now set $z=q/a$ and $H=cfa^4=0.827$ eV. The relaxed energy and its derivative are

$$E(z)=H(z^2-1)^2-\frac\Delta4(2+3z-z^3),$$

$$E'(z)=(z^2-1)\left(4Hz+\frac{3\Delta}4\right).$$

The roots $z=\pm1$ are the minima. The remaining root is

$$z_s=-\frac{3\Delta}{16H}=-0.0907,\qquad q_s=az_s=-0.00544\ {\rm nm}.$$

There $E''=4H(z_s^2-1)<0$, while the relaxed heavy-group coordinates have positive curvature, so this is a first-order saddle. Its energy is

$$E_b=0.813-0.173=0.640\ {\rm eV}.$$

The O–CH$_3$ distance has shortened by 0.0358 nm. None of these steps used a mass.

**Q:** And the force constants?

For atoms bound to a fixed surface, the masses enter the classical harmonic prefactor only through the unstable saddle frequency, and the saddle and 0.640 eV barrier of the model proton transfer have been found without using any mass. The force constants, the rates for hydrogen and deuterium, and the quantum corrections remain to be worked out.
